# Adaptive Gaussian widths for three-phonon energy conservation: bias and ripple

## Definitions and conventions

A phonon with wavevector $\mathbf q_1$ and angular frequency $\omega_1$ interacts with two others, marked by one and two primes. Let $s=-1$ for decay into the pair and $s=+1$ for absorption of the primed phonon:

$$\mathbf q''=\mathbf q_1+s\mathbf q',\qquad f(\mathbf q')=\omega_1+s\omega'-\omega''. \tag{1}$$

Wavevectors are equal modulo a reciprocal lattice vector, so umklapp processes are included. Energy is conserved where $f=0$. Group velocities are $\mathbf v=\nabla_{\mathbf q}\omega$, $n$ is the Bose occupation, and $\langle\cdots\rangle$ is the average over $\mathbf q'$ in the Brillouin zone. L and T denote longitudinal and transverse branches. Widths in formulas are angular frequencies; quoted widths in THz are divided by $2\pi$.

The quantity to be computed is $I=\langle W\delta(f)\rangle$ with a weight $W(\mathbf q')$. On a grid it becomes

$$I_N=\frac1{N^3}\sum_i W_i\,\frac{e^{-f_i^2/2\sigma_i^2}}{\sqrt{2\pi}\,\sigma_i}. \tag{2}$$

The problem is to choose $\sigma_i$ and to know the resulting error.

## The rate and its weight

Take the cubic energy $H_3=(1/6\sqrt N)\sum V\,QQQ$, where here $N$ counts primitive cells and $Q$ is a mass-weighted normal coordinate, with ladder-operator amplitude $\sqrt{\hbar/2\omega}$. For three distinct modes the six orderings cancel the factor $1/6$. The squared decay element is

$$\frac{|V|^2}{N}\frac{\hbar^3}{8\,\omega_1\omega'\omega''}\,n_1(n'+1)(n''+1).$$

The golden rule multiplies this by $2\pi/\hbar$, and $\delta(\hbar f)=\delta(f)/\hbar$, so the prefactor is $(2\pi/\hbar^2)(\hbar^3/8)=\pi\hbar/4$. Subtracting the reverse process gives

$$n_1(n'+1)(n''+1)-(n_1+1)n'n''=n_1(1+n'+n'')-n'n''.$$

With the other modes in equilibrium, a deviation of $n_1$ therefore relaxes with the factor $1+n'+n''$. For absorption the same subtraction gives $n'-n''$. A sum over ordered decay products counts each pair twice and needs a factor $\tfrac12$; absorption does not.

A model coupling suffices for studying the grid error. A dilation $\theta$ changes $\omega'^2$ by the factor $1-2\gamma\theta$. A mode of amplitude $Q_1/\sqrt{NM}$ has $|\theta|\sim(\omega_1/v)Q_1/\sqrt{NM}$, which gives a cubic term of size $\gamma\omega_1\omega'^2Q_1Q'^2/(v\sqrt{NM})$. In $H_3$, three positions for $Q_1$ give $\tfrac12VQ_1Q'^2/\sqrt N$, hence $|V|=2\gamma\omega_1\omega'^2/(v\sqrt M)$. The symmetric extension adopted here is

$$|V|^2=\frac{4\gamma^2(\omega_1\omega'\omega'')^2}{Mv_D^2},\qquad \frac3{v_D^3}=\frac1{c_L^3}+\frac2{c_T^3}.$$

It ignores polarization selection. For L→T+T there are four ordered pairs of transverse branches, so with the factor $\tfrac12$

$$\frac1\tau=2P\,I,\quad P=\frac{\pi\hbar\gamma^2\omega_1}{Mv_D^2},\quad W=\omega'\omega''(1+n'+n''). \tag{3}$$

## Width from relative velocity

For decay, $\omega''$ is evaluated at $\mathbf q_1-\mathbf q'$, whose derivative brings a minus sign: $\nabla f=-\mathbf v'+\mathbf v''$. For absorption, $\nabla f=\mathbf v'-\mathbf v''$. Both cases are

$$\nabla f=s(\mathbf v'-\mathbf v''). \tag{4}$$

Let the grid cell have edges $\mathbf e_\mu=\mathbf b_\mu/N_\mu$, with $\mathbf b_\mu$ the reciprocal basis vectors. A point in the cell is $\mathbf q_i+\sum_\mu t_\mu\mathbf e_\mu$ with $-\tfrac12\le t_\mu\le\tfrac12$. The $t_\mu$ are independent, have zero mean and have variance $\int_{-1/2}^{1/2}t^2dt=1/12$. The standard deviation of the linearized $f$ over the cell, times an adjustable scale $a$, is the width rule:

$$\sigma_i=a\left[\frac1{12}\sum_\mu\big((\mathbf v'-\mathbf v'')\cdot\mathbf e_\mu\big)^2\right]^{1/2}. \tag{5}$$

On a cubic grid of spacing $h$ this is $\sigma=ah|\nabla f|/\sqrt{12}$. Dividing by $|\nabla f|$ converts it to a distance normal to the surface $f=0$: the smoothing distance $ah/\sqrt{12}$ is the same everywhere. In a skewed cell of the lattice model below, rule (5) with $a=1$ gives 0.1019 THz, against a true spread of 0.1018 THz.

Two errors remain, and at $a=1$ they have different sources. The linearization drops the shift of the cell mean of $f$ by curvature, $h^2\nabla^2f/24$ on a cubic grid, and the variation of $W$ over the cell; this leaves a bias. The Gaussian shape differs from the distribution of the linearized $f$ over the cell; this produces most of the ripple. In the closed-formula case below, where $W=1$, using that exact distribution in place of the Gaussian leaves the bias almost unchanged (0.526 against 0.525) and cuts the ripple from 1.04 % to 0.04 %. Adding the mean shift to $f$ instead cuts the bias to 0.001 and leaves the ripple.

## Smoothing bias

Write the Gaussian as a Fourier integral and expand in $\sigma^2$:

$$\int\frac{dt}{2\pi}e^{itf}\Big(1-\frac{\sigma^2t^2}2+\cdots\Big)=\delta(f)+\frac{\sigma^2}2\delta''(f)+\cdots.$$

For decay replace $f$ by $E-w(\mathbf q')$, with $w=\omega'+\omega''$, and set $E=\omega_1$ at the end. Since $\delta''(E-w)=\partial_E^2\delta(E-w)$, the leading bias is

$$\Delta I=\tfrac12\,\partial_E^2\big\langle W\sigma^2\delta(E-w)\big\rangle_{E=\omega_1}. \tag{6}$$

The width depends on $\mathbf q'$ and must stay inside the average. Rule (5) gives a bias of order $a^2h^2$. A constant width $\sigma_0$ gives one of order $\sigma_0^2$, which grid refinement leaves in place. The expansion requires the average to be smooth in $E$ over several widths; it fails near an energy where the surface changes topology.

## Grid ripple

Shift a cubic grid by $h\mathbf u$. The sum of any smooth, rapidly decaying $F$ is periodic in $\mathbf u$, and its Fourier series is

$$h^3\sum_{\mathbf j}F(h(\mathbf j+\mathbf u))=\sum_{\mathbf m}e^{2\pi i\mathbf m\cdot\mathbf u}\int d^3q\,F(\mathbf q)e^{-i\mathbf K\cdot\mathbf q},\quad \mathbf K=\frac{2\pi\mathbf m}h. \tag{7}$$

The term $\mathbf m=0$ is the smoothed integral, including its bias. The others depend on where the grid lies relative to the surface; they are the ripple.

For a flat surface normal to a grid axis, the smoothing distance $ah/\sqrt{12}$ gives term $m$ the factor

$$\exp\left[-\frac12\Big(\frac{2\pi m}h\Big)^2\frac{a^2h^2}{12}\right]=e^{-\pi^2a^2m^2/6}.$$

The terms $\pm m$ add when a grid plane lies on the surface. The peak ripple, relative to the integral, is 38.9 % for $a=1$ and 0.28 % for $a=2$. Refinement does not reduce it, because $h$ has cancelled.

Curvature helps. Consider a closed convex surface with inversion symmetry about the origin and $W=1$. Terms with $|\mathbf m|=1$ come mainly from the two poles where the normal is parallel to $\mathbf K$. Near the upper pole, at height $A$, the surface is $z=A-x^2/2R_1-y^2/2R_2$. The tangential integral is

$$\int dx\,dy\,e^{iKx^2/2R_1+iKy^2/2R_2}=\frac{2\pi i}K\sqrt{R_1R_2},$$

because each Fresnel integral is $\sqrt{2\pi R_j/K}\,e^{i\pi/4}$. Integration along the normal gives $e^{-\pi^2a^2/6}/|\nabla f|$, and the height gives $e^{-iKA}$. The lower pole contributes the complex conjugate, and $ie^{-iKA}+\text{c.c.}=2\sin KA$. With $2\pi/K=h$ and $R=\sqrt{R_1R_2}$,

$$C=2e^{-\pi^2a^2/6}\,\frac{hR}{|\nabla f|}\sin\frac{2\pi A}h. \tag{8}$$

To leading order the ripple thus decreases as $h$ with an oscillating sign, while the bias decreases as $h^2$. Raising $a$ from 1 to 2 multiplies the bias by 4 and the leading ripple amplitude by $e^{-\pi^2/2}\approx0.007$.

For constant $\sigma_0$ the damping factor is $\exp[-\tfrac12(2\pi\sigma_0/h|\nabla f|)^2]$. It is close to one only when $2\pi\sigma_0$ is small compared with the level spacing $h|\nabla f|$: it is 0.82 for $\sigma_0$ equal to a tenth of the spacing, 0.45 for a fifth and 0.17 for three tenths.

## A case with closed formulas

Let both decay products have $\omega=c_Tq$, and let $\omega_1=c_Ld$ with $d=|\mathbf q_1|$ and $\xi=c_L/c_T>1$. Put $W=1$ and integrate over $d^3q'$. With $r_1=|\mathbf q'|$ and $r_2=|\mathbf q_1-\mathbf q'|$, the condition $f=0$ fixes $r_1+r_2=\xi d$: an ellipsoid with foci at 0 and $\mathbf q_1$.

Use cylindrical coordinates $(\rho,z)$ about $\mathbf q_1$. From $r_1^2=\rho^2+z^2$ and $r_2^2=\rho^2+(z-d)^2$, the Jacobian gives $r_1r_2\,dr_1dr_2=\rho d\,d\rho\,dz$. Hence $d^3q'=(2\pi/d)r_1r_2\,dr_1dr_2$. Set $S=r_1+r_2$ and $D=r_1-r_2$, so that $dr_1dr_2=\tfrac12dS\,dD$, $r_1r_2=(S^2-D^2)/4$ and $|D|\le d$. Then

$$J_0(E)=\int d^3q'\,\delta(E-c_TS)=\frac{\pi}{4dc_T}\int_{-d}^{d}(S^2-D^2)dD=\frac{\pi}{2c_T}\Big(S^2-\frac{d^2}3\Big), \tag{9}$$

with $S=E/c_T$. For the adaptive bias, let $\vartheta$ be the angle between $\mathbf q'$ and $\mathbf q''$. Since $d^2=r_1^2+r_2^2+2r_1r_2\cos\vartheta$,

$$|\nabla f|^2=2c_T^2(1-\cos\vartheta)=c_T^2\frac{S^2-d^2}{r_1r_2}.$$

The product $r_1r_2$ cancels the one in the volume element:

$$J_2(E)=\int d^3q'\,|\nabla f|^2\delta(E-c_TS)=2\pi c_T(S^2-d^2).$$

Equation (6) with $\partial_E^2S^2=2/c_T^2$ yields

$$\Delta_{\rm adaptive}=\frac{a^2h^2}{24}\,\partial_E^2J_2=\frac{\pi a^2h^2}{6c_T},\qquad \Delta_{\rm fixed}=\frac{\sigma_0^2}{2}\,\partial_E^2J_0=\frac{\pi\sigma_0^2}{2c_T^3}. \tag{10}$$

Take $h=c_T=1$, $d=13$ and $\xi=1.5$. The integral is 508.8. Averaging the grid sum over $4\times4\times4$ offsets isolates the bias:

- For $a=1$ it is 0.525, against 0.524 from (10).
- For $a=2$ it is 2.117, against 2.094. The excess over (10) is 0.0223, against 0.0014 for $a=1$. This growth by a factor of about $16=2^4$ is that of the next term of the expansion, which is of order $a^4h^4$.
- For $\sigma_0=0.975$ it is 1.493, in agreement with (10).

The ellipsoid has semi-axes $A=\xi d/2=9.75$ and $B=\sqrt{\xi^2-1}\,d/2=7.27$. At the long-axis pole $R=B^2/A$ and $|\nabla f|=2$; at a side pole $R=A$ and $|\nabla f|=2\sqrt{1-1/\xi^2}$. With grid offsets measured from the centre of the ellipsoid, equation (8) gives the ripple coefficients $-1.046$ and $2.510$; the offset sums give $-1.042$ and $2.508$.

The two long-axis coefficients and the four side ones have root-sum-square $\sqrt{2(1.042)^2+4(2.508)^2}=5.23$, or 1.03 % of the integral. The measured rms variation over offsets is 1.04 %, so these six terms explain nearly all of it. For $a=2$ the variation is 0.006 %.

## Lattice model and reference value

The convergence study uses a simple cubic lattice with one atom per cell, lattice constant $b$ and branches

$$\omega=\frac{2c}b\Big[\sum_i\sin^2\frac{q_ib}2\Big]^{1/2},\qquad v_i=\frac{c^2\sin q_ib}{b\,\omega}. \tag{11}$$

The velocity follows from differentiating $\omega^2$: $2\omega v_i=(4c^2/b^2)(b/2)\sin q_ib$. The chosen values, roughly silicon-like, are $c_L=8.4$ km/s, $c_T=5.6$ km/s, $b=0.27$ nm, $M=28$ u, $\gamma=1$ and 300 K. The longitudinal mode $\mathbf q_1=(2\pi/b)(\tfrac14,\tfrac18,0)$ has frequency 7.96 THz and group speed 6.40 km/s.

The reference contains no smearing. In spherical coordinates about $\mathbf q_1/2$, each direction meets the closed L→T+T surface at one radius $r$, and

$$I=\Big(\frac b{2\pi}\Big)^3\int d\Omega\,\frac{r^2W}{|\partial_rf|}.$$

A second route inserts $1=\sum_\alpha(\partial_\alpha f)^2/|\nabla f|^2$ and integrates term $\alpha$ along lines parallel to axis $\alpha$. Each crossing then contributes $W|\partial_\alpha f|/|\nabla f|^2$, which stays finite where a line is tangent to the surface and $\nabla f\ne0$. With $96^2$ lines per axis the two routes differ by 0.016 %.

The result is $I=3.994$ rad/ps. With $P=0.009512$, equation (3) gives

$$\frac1\tau=2(0.009512)(3.994\ \mathrm{ps^{-1}})=0.0760\ \mathrm{ps^{-1}}.$$

This is 76.0 ns⁻¹, a lifetime of 13.2 ps, and a mean free path of 84 nm for this channel alone.

## Convergence

The entries are errors of the L→T+T rate in percent of the reference. The grids are $N^3$ and contain Γ; mode, temperature and coupling are held fixed.

| $N$ | $a=1$ | $a=2$ | 0.1 THz | 0.5 THz | 1.0 THz |
|---|---|---|---|---|---|
| 16 | 5.52 | 9.09 | 57.05 | 5.54 | 9.78 |
| 24 | 4.93 | 4.16 | 30.61 | 2.82 | 9.82 |
| 32 | 0.90 | 2.36 | 9.51 | 2.42 | 9.83 |
| 48 | −0.68 | 1.04 | −0.02 | 2.42 | 9.83 |
| 64 | 0.17 | 0.59 | 0.55 | 2.42 | 9.83 |

The two larger fixed widths settle on wrong values. Their plateaus differ by a factor 4.06, close to the 4 expected from $\sigma_0^2$. Equation (6), with the energy derivative taken from the reference integral, predicts 2.40 % for 0.5 THz. A stable result under grid refinement is therefore no evidence that a fixed width is small enough.

The 0.1 THz column shows the opposite fault. Its bias should be about $2.40/25=0.10$ %, so most of the 0.55 % at $N=64$ is ripple. The near-zero error at $N=48$ is a cancellation, not convergence.

For $a=2$ the error falls by a factor 4.01 from $N=32$ to 64, and (6) predicts 0.592 % at $N=64$ against the measured 0.589 %. Such regular behaviour permits extrapolation in $h^2$: $(4\times0.589-2.363)/3=-0.002$ %. For $a=1$ the bias at $N=48$ should be $(0.592/4)(64/48)^2=0.26$ %, yet the error is $-0.68$ %. The rest is ripple, and extrapolation from two such grids would be unreliable. The ripple does not fall monotonically: at $N=96$ the $a=1$ error is 1.1 %, larger than at $N=64$.

The comparison does not favour adaptive widths on every grid. The rms width on the surface for $a=1$ is 0.52 THz at $N=16$, close to the fixed 0.5 THz, and the two errors there agree. Over the five grids their rms errors are also equal, at 3.35 %, though this equality depends on which grids are included. The gain comes on refinement, where the adaptive width falls to 0.13 THz at $N=64$ without retuning. A constant width reduced in proportion to $h$ would have the same orders of error on this surface, where $|\nabla f|$ does not vanish. On this surface $|\nabla f|$ varies only between about 6.9 and 9.3 km/s, and a constant width of $0.516\times16/N$ THz gives errors of 5.2, 4.5, 0.9, $-0.3$ and 0.3 % on the five grids, close to those of $a=1$. The table therefore shows the gain from scaling the width with $h$; it does not show a gain from pointwise variation.

In use, the procedure is:

1. For each $\mathbf q'$ and branch pair, compute $f$, $\mathbf v'-\mathbf v''$ and $\sigma$ from (4) and (5).
2. Omit terms containing a zero-frequency acoustic mode; add the rest using (2).
3. Repeat with $a=1$ and $a=2$ on at least three grids. Extrapolate the $a=2$ values only if their differences follow $h^2$. They need not: for $\mathbf q_1=(2\pi/b)(\tfrac13,\tfrac13,\tfrac13)$, where a point with $\mathbf v'=\mathbf v''$ has $f=0.58$ rad/ps, the L→T+T differences over $N=24$, 48, 96 fall by 7 rather than 4.

## Where the rule needs care

If $\mathbf v'=\mathbf v''$, the width vanishes. This is harmless when $|f|$ exceeds the variation that second derivatives produce over the cell, since the surface then misses the cell and the term is rightly zero. If $|f|$ is smaller than that, the linearization behind (5) has failed and the spread of $f$ must be estimated from second derivatives.

Acoustic modes near Γ cause a different error. In this model L→L+L has no energy-conserving surface. Componentwise $|\sin(x+y)|\le|\sin x|+|\sin y|$, and the triangle inequality then gives $\omega_L(\mathbf q_1)\le\omega_L'+\omega_L''$. For nonzero $\mathbf q_1$, equality requires one product to have zero wavevector. Near that point $|f|\ge(c_L-|\mathbf v_1|)q'$ to first order, so the region $|f|<\epsilon$ has volume of order $\epsilon^3$ and the true rate is zero. The same inequality excludes L+L→L.

Smearing nevertheless yields a rate. A few cells near Γ, each of volume $h^3$, carry Gaussians of height of order $1/h$, and $W$ stays finite there; the leakage is of order $h^2$. For $a=1$ it falls from 0.077 to 0.018 ns⁻¹ between $N=32$ and 64, and for $a=2$ from 0.92 to 0.20 ns⁻¹. A fixed width of 1.0 THz keeps 4.5 ns⁻¹, which is 6 % of the allowed L→T+T rate.

The allowed channels L→L+T and L+T→L are harder than L→T+T. For small $\mathbf q'$ both have $|f|\approx|\mathbf v_1\cdot\mathbf q'-c_Tq'|$. Because $|\mathbf v_1|>c_T$, this vanishes on a cone with its tip at Γ, where the smooth-surface analysis does not apply. With $a=1$ and $N=64$ the rates are 32.3 and 47.7 ns⁻¹, against line-crossing values of 31.9 and 48.8 ns⁻¹. The last value itself moved by 1.2 % between 64 and 96 lines per direction. Extrapolating the $a=2$ sums from $N=64$ and 128 gives 32.0 and 48.8 ns⁻¹, so both values are uncertain by 0.1 to 0.2 ns⁻¹; for L+T→L the $a=2$ differences over $N=32$, 64, 128 fall by 3.6 rather than 4.

## Size of the neglected effects

The two extra channels raise the model's three-phonon rate from 76 to about 157 ns⁻¹, so the 13 ps lifetime is not the mode's full lifetime. At 400 K the L→T+T rate is 100 ns⁻¹, a factor 1.32 above 300 K. In the classical limit $1+n'+n''\approx(k_BT/\hbar)(1/\omega'+1/\omega'')$ and the factor would be 1.33.

Mass disorder of variance $g=\langle(\Delta M/M)^2\rangle$ perturbs the kinetic energy. One site couples two modes of equal frequency by $(\hbar\omega/2N)(\Delta M/M)\,\mathbf e\cdot\mathbf e'$, with $N$ the number of cells and $\mathbf e$ the polarization vectors. Independent sites add in the square, so the golden rule gives $(\pi/2)g\omega^2$ times the polarization-weighted density of states per cell. With one speed $v_D$ for all branches, the polarization factors sum to one and that density is $b^3\omega^2/(2\pi^2v_D^3)$. The rate is $b^3g\omega^4/(4\pi v_D^3)$, or 8.6 ns⁻¹ for a rough silicon-like $g=2\times10^{-4}$. This density of states holds only at long wavelength. At 7.96 THz the model's transverse branches lie above their first van Hove frequency, $2c_T/(2\pi b)=6.6$ THz, and the lattice densities are about 1.5 (L) and 2.3 (T) times the Debye values. With weight $\tfrac13$ per branch the rate in this model is then about 19 ns⁻¹, a quarter of the L→T+T rate.

In a chip the assumption of an unbounded crystal can fail more strongly. For a 100 nm film, the estimate $|\mathbf v_1|/(100\ \mathrm{nm})$ is 64 ns⁻¹, comparable with the L→T+T rate; the actual value depends on direction and surface roughness. Silicon also has two atoms per primitive cell, optical branches, and transverse acoustic branches that flatten near 4–5 THz at some zone boundaries. The model's transverse branches reach $2\sqrt3\,c_T/(2\pi b)=11.4$ THz, far above that. Its rate is thus a test value, not a prediction for silicon. Polarization-dependent coupling and four-phonon scattering are also absent, and their effect was not sized.

The smearing width is a numerical device, not a phonon linewidth. The L→T+T decay gives this mode a full width $1/(2\pi\tau)=0.012$ THz, about a tenth of the $a=1$ standard deviation $\sigma$ at $N=64$, or a twenty-fifth of that Gaussian's full width $2.355\,\sigma$. In the relaxation-time picture a mode's contribution to conductivity is proportional to its lifetime. If this channel acted alone, the 9.8 % rate error at 1.0 THz would lower that contribution by $1-1/1.098=9$ %.

## Computed results

```
FLAT SURFACE peak ripple a=1, a=2: 38.88 %, 0.278 %
LINEAR MODEL (h=1, c_T=1): d=13, c_L/c_T=1.50
exact integral: 508.807
a=1 bias: measured 0.5250, formula 0.5236; offset rms 1.0411 %
a=2 bias: measured 2.1167, formula 2.0944; offset rms 0.0062 %
fixed width 0.975 bias: measured 1.4932, formula 1.4932
ripple coefficient x: measured -1.042, formula -1.046
ripple coefficient y: measured 2.508, formula 2.510
LATTICE MODEL inputs: c_L 8.4 km/s, c_T 5.6 km/s, cell 0.27 nm
mass 28 u, gamma 1.0, temperature 300 K
mode: frequency 7.962 THz, group speed 6.398 km/s
Debye mean speed: 6.122 km/s
cell spread of f: true 0.1018, width rule 0.1019 THz
zone average of W*delta, L->TT: 3.99372 rad/ps
rate prefactor: 0.009512 (dimensionless)
reference rate L->TT: 75.974 1/ns
lifetime 13.162 ps, mean free path 84.21 nm
line-crossing minus surface reference: -0.016 %
rms adaptive width (a=1) on surface: N=16 0.516 THz, N=64 0.129 THz
Rate error in %: N, a=1, a=2, fixed 0.1, 0.5, 1.0 THz
 16     5.516     9.090    57.054     5.540     9.779
 24     4.933     4.157    30.611     2.819     9.819
 32     0.898     2.363     9.506     2.419     9.828
 48    -0.678     1.044    -0.020     2.421     9.832
 64     0.173     0.589     0.545     2.421     9.833
rms     3.348     4.624    29.267     3.353     9.818
predicted bias at N=64: a=2 0.592 %, fixed 0.5 THz 2.398 %
Forbidden L<->LL leakage, 1/ns (true value 0):
N=32: a=1 0.0774, a=2 0.9175, fixed 1.0 THz 4.4572
N=64: a=1 0.0182, a=2 0.2020, fixed 1.0 THz 4.5205
NEGLECTED EFFECTS, rates in 1/ns:
L->L+T: line crossings M=64 31.846, M=96 31.910; a=1 N=64 32.315
L+T->L: line crossings M=64 48.179, M=96 48.766; a=1 N=64 47.686
mass disorder (g=2e-04): 8.553
film boundary, speed/100 nm: 63.978
L->TT at 400 K: 100.035
mode linewidth (full width, L->TT): 0.01209 THz
```
